# Evaluating Layer-Stack Reflectivity: Parratt Recursion, Abeles Matrices and Thick Layers: verification in Python

```python
# Result under test: Parratt's recursion and the Abeles matrix product give the
# same reflection amplitude of a layered medium; the recursion stays accurate for
# thick absorbing layers, where the unscaled matrix product overflows.
# Symbols: k[j] = normal wave number in medium j (0 = vacuum, last = substrate),
# d = thicknesses of the inner layers, r = Fresnel amplitude of one interface,
# p = exp(2 i k d), X[j] = up/down amplitude ratio at the bottom of medium j,
# psi = field, t = field at the substrate surface for unit incident amplitude.
# Time factor exp(-i omega t); depth is positive downward; lengths in nm.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import solve_ivp

mp.mp.dps = 40
np.seterr(all="ignore")      # overflow is one of the effects studied here
wavelength = 0.15
K = 2 * np.pi / wavelength
delta = np.array([0, 5e-6, 2e-5, 5e-6, 1e-5])
beta = np.array([0, 5e-8, 2e-6, 5e-8, 2e-7])
cap, buried = 20.0, 30.0


def wave_numbers(angle_deg):
    w = delta - 1j * beta
    return K * np.sqrt(np.sin(np.radians(angle_deg))**2 - 2 * w + w**2)


def fresnel(ka, kb):
    return (ka - kb) / (ka + kb)


def parratt(k, d):
    p = np.append(np.exp(2j * k[1:-1] * np.array(d)), 1)
    X = np.zeros(len(k), complex)
    for j in range(len(k) - 2, -1, -1):
        r = fresnel(k[j], k[j + 1])
        X[j] = (r + p[j] * X[j + 1]) / (1 + r * p[j] * X[j + 1])
    return X


def down_amplitudes(k, d, X):
    """Down-going amplitude at the top of each medium below the vacuum."""
    p = np.append(np.exp(2j * k[1:-1] * np.array(d)), 1)
    bottom, tops = 1 + 0j, []
    for j in range(len(k) - 1):
        r = fresnel(k[j], k[j + 1])
        top = bottom * (1 + r) / (1 + r * p[j] * X[j + 1])
        tops.append(top)
        if j < len(d):
            bottom = top * np.exp(1j * k[j + 1] * d[j])
    return tops


def characteristic(k, d):
    """Matrix taking (psi, psi') from the bottom of a layer to its top."""
    c, s = np.cos(k * d), np.sin(k * d)
    return np.array([[c, -s / k], [k * s, c]])


def surface_ratio(k0, psi, dpsi):
    return (k0 * psi + 1j * dpsi) / (k0 * psi - 1j * dpsi)


def abeles(k, d):
    M = np.eye(2, dtype=complex)
    for kj, dj in zip(k[1:-1], d):
        M = M @ characteristic(kj, dj)
    return surface_ratio(k[0], *(M @ np.array([1, 1j * k[-1]])))


def amplitude_product(k, d, scaled):
    M = np.eye(2, dtype=complex)
    for j in range(len(k) - 1):
        r = fresnel(k[j], k[j + 1])
        phase = 1j * k[j + 1] * d[j] if j < len(d) else 0j
        if scaled:
            p = np.exp(2 * phase)
            step = np.array([[1, r * p], [r, p]])
        else:
            g, h = np.exp(-phase), np.exp(phase)
            step = np.array([[g, r * h], [r * g, h]])
        M = M @ (step / (1 + r))
    return M


def reference(k, d):
    """40-digit transfer of (psi, psi') upward: reflection amplitude and t."""
    q = [mp.mpc(complex(x)) for x in k]
    psi, dpsi = mp.mpc(1), mp.mpc(0, 1) * q[-1]
    for kj, dj in zip(q[1:-1][::-1], d[::-1]):
        c, s = mp.cos(kj * dj), mp.sin(kj * dj)
        psi, dpsi = c * psi - s / kj * dpsi, kj * s * psi + c * dpsi
    incident = (psi + dpsi / (mp.mpc(0, 1) * q[0])) / 2
    return surface_ratio(q[0], psi, dpsi), 1 / incident


# --- Symbolic check of one recursion step and of the change of basis
a, b, ks, qs, u, x = sp.symbols("a b k q u x", nonzero=True)
sol = sp.solve([a + b - 1 / u - x * u, ks * (a - b) - qs * (1 / u - x * u)],
               [a, b], dict=True)[0]
rs = (ks - qs) / (ks + qs)
assert sp.simplify(sol[b] / sol[a] - (rs + u**2 * x) / (1 + rs * u**2 * x)) == 0
cs, sn = (u + 1 / u) / 2, (u - 1 / u) / (2 * sp.I)
layer = sp.Matrix([[cs, -sn / qs], [qs * sn, cs]])
W = sp.Matrix([[1, 1], [sp.I * qs, -sp.I * qs]])
assert (layer * W - W * sp.diag(1 / u, u)).applyfunc(sp.simplify) == sp.zeros(2)

# --- Direct integration of the wave equation, layer by layer
d = [cap, 20.0, buried]
ode_error = 0
for angle in (0.1, 0.2, 0.4, 0.6, 1.0):
    k = wave_numbers(angle)
    y = np.array([1, 1j * k[-1]], complex)
    for kj, dj in zip(k[1:-1][::-1], d[::-1]):
        run = solve_ivp(lambda z, f, kk=kj: [f[1], -kk**2 * f[0]], (0, -dj), y,
                        method="DOP853", rtol=1e-11, atol=1e-13)
        assert run.success
        y = run.y[:, -1]
    exact = surface_ratio(k[0], *y)
    M = amplitude_product(k, d, False)
    for value in (parratt(k, d)[0], abeles(k, d), M[1, 0] / M[0, 0]):
        ode_error = max(ode_error, abs(value - exact))
assert ode_error < 1e-8
scan = np.linspace(0.05, 2, 200)
scan_error = max(abs(parratt(wave_numbers(g), d)[0] - abeles(wave_numbers(g), d))
                 for g in scan)
assert scan_error < 1e-11

print(f"wavelength {wavelength} nm; cap {cap} nm; buried film {buried} nm")
for name, dl, bt in zip(("cap", "thick layer", "buried film", "substrate"),
                        delta[1:], beta[1:]):
    print(f"{name}: delta = {dl:.1e}, beta = {bt:.1e}")
print(f"max amplitude error against wave equation, 5 angles: {ode_error:.1e}")
print(f"max |Parratt - Abeles|, 200 angles 0.05-2 deg: {scan_error:.1e}")

# --- One recursion in full, and the energy balance from the internal field
k = wave_numbers(0.2)
X = parratt(k, d)
tops = down_amplitudes(k, d, X)
print("Full recursion at 0.2 deg, thick layer 20 nm (media numbered from 0):")
for j in range(5):
    print(f"k_{j} = {k[j]:.6f} nm^-1")
for j in range(3):
    print(f"p_{j+1} = {np.exp(2j * k[j+1] * d[j]):.6f}")
for j in range(3, -1, -1):
    print(f"r_{j} = {fresnel(k[j], k[j+1]):.6f}, X_{j} = {X[j]:.6f}")
R = abs(X[0])**2
nodes, weights = np.polynomial.legendre.leggauss(60)
absorbed = 0
for j in range(3):
    s = d[j] * (nodes + 1) / 2
    kj = k[j + 1]
    psi = tops[j] * (np.exp(1j*kj*s) + X[j+1] * np.exp(1j*kj*(2*d[j] - s)))
    absorbed += d[j] / 2 * np.sum(weights * abs(psi)**2) * (kj**2).imag
absorbed /= k[0].real
into_substrate = k[-1].real / k[0].real * abs(tops[-1])**2
assert abs(R + absorbed + into_substrate - 1) < 1e-11
print(f"R = {R:.6f}, absorbed in layers = {absorbed:.6f}, "
      f"flux into substrate = {into_substrate:.6f}")

# --- Growing thickness: recursion, matrix, and downward march of the field
print("Thick layer: angle/deg, d/nm, Im(k)d, R Parratt, R matrix,")
print("  relative amplitude errors (Parratt, matrix), log10|t|, march error")
march_errors = {}
for angle, thick in ((0.2, 20.), (0.2, 50.), (0.2, 100.), (0.2, 1000.),
                     (0.2, 5000.), (0.6, 1000.), (0.6, 100000.)):
    k, d = wave_numbers(angle), [cap, thick, buried]
    growth = k[2].imag * thick
    r_ref, t_ref = reference(k, d)
    r_ref = complex(r_ref)
    X = parratt(k, d)
    r_matrix = abeles(k, d)
    err_p, err_m = abs(X[0] / r_ref - 1), abs(r_matrix / r_ref - 1)
    assert err_p < 1e-11
    scaled = amplitude_product(k, d, True)
    assert abs(scaled[1, 0] / scaled[0, 0] / r_ref - 1) < 1e-11
    march = float("nan")
    if growth < 700:
        assert err_m < 1e-11
        t_true = complex(t_ref)
        assert abs(down_amplitudes(k, d, X)[-1] / t_true - 1) < 1e-10
        state = np.array([1 + X[0], 1j * k[0] * (1 - X[0])])
        for kj, dj in zip(k[1:-1], d):
            state = characteristic(kj, -dj) @ state
        march = abs(state[0] / t_true - 1)
        march_errors[angle, thick] = march
    else:
        assert not np.isfinite(r_matrix)
    print(f"{angle} {thick:.0f} {growth:.2f} {abs(X[0])**2:.8f} "
          f"{abs(r_matrix)**2:.8f} {err_p:.0e} {err_m:.0e} "
          f"{float(mp.log10(abs(t_ref))):.2f} {march:.1e}")
assert march_errors[0.2, 20.] < 1e-9 and march_errors[0.2, 100.] > 1

# --- Thickness at which the unscaled matrix overflows
log_max = np.log(np.finfo(float).max)
print(f"largest exponent in double precision: {log_max:.2f}")
for angle in (0.2, 0.6):
    k = wave_numbers(angle)
    limit = log_max / k[2].imag
    below = amplitude_product(k, [cap, 0.98 * limit, buried], False)
    above = amplitude_product(k, [cap, 1.02 * limit, buried], False)
    assert np.isfinite(below[:, 0]).all() and not np.isfinite(above[:, 0]).all()
    print(f"overflow thickness at {angle} deg: {limit / 1000:.2f} micrometre")

# --- Influence of the buried film dies as exp(2 i k d) of the thick layer
k = wave_numbers(0.2)
change = [reference(k, [cap, h, buried])[0] - reference(k, [cap, h, 0.0])[0]
          for h in (40.0, 60.0)]
measured = complex(change[1] / change[0])
predicted = np.exp(2j * k[2] * 20.0)
assert abs(measured / predicted - 1) < 1e-5
print(f"buried film changes r by {float(abs(change[0])):.3e} (d = 40 nm), "
      f"{float(abs(change[1])):.3e} (60 nm)")
print(f"ratio of changes {abs(measured):.6e}, |exp(2ik*20 nm)| = "
      f"{abs(predicted):.6e}")

# --- Random absorbing stacks: positive flux, bounded surface reflectance
rng = np.random.default_rng(7)
largest_inner, largest_R, mismatch = 0, 0, 0
for _ in range(2000):
    k = np.sqrt(rng.uniform(-1, 1, 5) + 1j * rng.uniform(0.001, 0.3, 5))
    k[0] = rng.uniform(0.1, 1)
    d = rng.uniform(0.1, 5, 3)
    X = parratt(k, d)
    state = np.array([1, 1j * k[-1]])
    for j in range(3, -1, -1):
        Y = state[1] / (1j * state[0])
        assert Y.real > 0
        direct = (k[j] - Y) / (k[j] + Y)
        mismatch = max(mismatch, abs(X[j] - direct) / max(1, abs(direct)))
        if j > 0:
            state = characteristic(k[j], d[j - 1]) @ state
            largest_inner = max(largest_inner, abs(X[j]))
    largest_R = max(largest_R, abs(X[0])**2)
assert mismatch < 1e-8 and largest_R < 1 and largest_inner > 1
print(f"2000 random stacks: largest R = {largest_R:.4f}, "
      f"largest inner |X| = {largest_inner:.2f}")

# --- Error bound for one recursion step through a thick layer
m = 100000
ka, kb = np.sqrt(rng.uniform(-1, 1, (2, m)) + 1j * rng.uniform(0, 1, (2, m)))
r = fresnel(ka, kb)
assert abs(r).max() <= 1 + 1e-12
p = np.exp(-rng.uniform(1, 8, m) + 2j * np.pi * rng.uniform(0, 1, m))
v = rng.uniform(0, 0.5, (2, m)) * np.exp(2j * np.pi * rng.uniform(0, 1, (2, m)))
X1, X2 = v / p
out1, out2 = [(r + p * z) / (1 + r * p * z) for z in (X1, X2)]
gain = abs(out1 - out2) / abs(p * (X1 - X2))
# pairs that nearly coincide are left out: their difference is only roundoff
gain = gain[abs(v[0] - v[1]) > 1e-6]
assert gain.max() <= 8
print(f"largest error gain / |p| in {len(gain)} random steps: {gain.max():.3f} "
      "(bound 8)")
print("PASS")
```

Printed output:

```
wavelength 0.15 nm; cap 20.0 nm; buried film 30.0 nm
cap: delta = 5.0e-06, beta = 5.0e-08
thick layer: delta = 2.0e-05, beta = 2.0e-06
buried film: delta = 5.0e-06, beta = 5.0e-08
substrate: delta = 1.0e-05, beta = 2.0e-07
max amplitude error against wave equation, 5 angles: 1.7e-12
max |Parratt - Abeles|, 200 angles 0.05-2 deg: 4.6e-16
Full recursion at 0.2 deg, thick layer 20 nm (media numbered from 0):
k_0 = 0.146216+0.000000j nm^-1
k_1 = 0.061929+0.001417j nm^-1
k_2 = 0.015844+0.221484j nm^-1
k_3 = 0.061929+0.001417j nm^-1
k_4 = 0.002996+0.117139j nm^-1
p_1 = -0.743902+0.582638j
p_2 = 0.000114+0.000084j
p_3 = -0.771231-0.498872j
r_3 = -0.541486-0.793630j, X_3 = -0.541486-0.793630j
r_2 = 0.815831+0.491408j, X_2 = 1.706281+0.218026j
r_1 = -0.815831-0.491408j, X_1 = -0.815594-0.491453j
r_0 = 0.404877-0.009561j, X_0 = 0.955953-0.050407j
R = 0.916388, absorbed in layers = 0.083610, flux into substrate = 0.000003
Thick layer: angle/deg, d/nm, Im(k)d, R Parratt, R matrix,
  relative amplitude errors (Parratt, matrix), log10|t|, march error
0.2 20 4.43 0.91638787 0.91638787 2e-16 2e-16 -1.96 2.7e-12
0.2 50 11.07 0.91653695 0.91653695 1e-16 2e-16 -4.84 1.5e-06
0.2 100 22.15 0.91653695 0.91653695 2e-16 3e-16 -9.65 9.4e+03
0.2 1000 221.48 0.91653695 0.91653695 2e-16 9e-17 -96.22 1.2e+177
0.2 5000 1107.42 0.91653695 nan 2e-16 nan -480.98 nan
0.6 1000 10.03 0.00581151 0.00581151 2e-15 3e-15 -4.34 1.4e-07
0.6 100000 1003.33 0.00581151 nan 2e-15 nan -435.73 nan
largest exponent in double precision: 709.78
overflow thickness at 0.2 deg: 3.20 micrometre
overflow thickness at 0.6 deg: 70.74 micrometre
buried film changes r by 1.203e-08 (d = 40 nm), 1.709e-12 (60 nm)
ratio of changes 1.420475e-04, |exp(2ik*20 nm)| = 1.420475e-04
2000 random stacks: largest R = 0.9966, largest inner |X| = 4.59
largest error gain / |p| in 100000 random steps: 3.823 (bound 8)
PASS
```
